# Conformal growth of planar aggregates with monitored particle area: verification in Python

```python
"""Planar Laplacian growth by composition of conformal bump maps.

Result under test: choosing each bump from the local map derivative gives equal
particle areas only to leading order in bump size; the error is measurable, and
a unique bump size at each attachment angle restores the prescribed area.

Symbols: w = point outside the unit disc; z = physical point (nm);
theta = attachment angle; beta = half-angle of the bump base on the unit circle;
r = tan(beta/2); A0 = prescribed particle area; R0 = seed radius.
The bump is bounded by a circular arc orthogonal to the unit circle.
The half-plane coordinate is zeta = i(w-1)/(w+1).
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough parameters for Pt on Pt(111), and chosen growth conditions
spacing = 0.28             # nm
barrier = 0.26             # eV
attempt = 1.0e13           # total attempts per second
temperature = 200.0        # K
flux = 1.0e-4              # monolayers per second
capture = 15.0             # nm
count = 160
A0 = math.sqrt(3) / 2 * spacing**2
R0 = math.sqrt(A0 / math.pi)

# Arc samples are clustered near both feet, where the map can vary rapidly.
tail = np.geomspace(1e-7, 0.05, 13)
alpha = np.concatenate(([0.0], tail, np.linspace(0.1, math.pi - 0.1, 36),
                        math.pi - tail[::-1], [math.pi]))


def bump_area(beta):
    sc = math.sin(beta) * math.cos(beta)
    return math.tan(beta)**2 * (math.pi / 2 + beta + sc) - beta + sc


def beta_from_area(target):
    def mismatch(y):
        return math.log(bump_area(math.atan(math.exp(y))) / target)
    return math.atan(math.exp(brentq(mismatch, -20.0, 12.0)))


def bump(w, r):
    """Return the bump map and its half-plane image."""
    s = (1 - r*r) * 1j * (w - 1) / (w + 1)
    s = s.real + 1j * np.abs(s.imag)  # remove rounding below the real axis
    zeta = 0.5 * (s + np.sqrt(s - 2*r) * np.sqrt(s + 2*r))
    return (1j + zeta) / (1j - zeta), zeta


def polygon_area(z):
    q = z - z[0]
    return 0.5 * np.sum(np.conj(q) * np.roll(q, -1)).imag


class Aggregate:
    def __init__(self):
        self.rot, self.r, self.beta = [], [], []
        self.area, self.length = [], []
        self.omega = np.linspace(0, 2*math.pi, 160, endpoint=False)
        self.z = R0 * np.exp(1j * self.omega)

    def map(self, w):
        for rot, r in zip(reversed(self.rot), reversed(self.r)):
            w = rot * bump(w * np.conj(rot), r)[0]
        return R0 * w

    def derivative(self, w):
        slope = np.full(w.shape, R0, dtype=complex)
        for rot, r in zip(reversed(self.rot), reversed(self.r)):
            u = w * np.conj(rot)
            v, zeta = bump(u, r)
            slope *= ((1 - r*r) * zeta**2 / (zeta**2 - r*r)
                      * ((v + 1) / (u + 1))**2)
            w = rot * v
        return slope

    def view(self, theta):
        t = (self.omega - theta + math.pi) % (2*math.pi) - math.pi
        first = int(np.argmin(t))
        return np.roll(t, -first), np.roll(self.z, -first)

    def trial(self, theta, beta, view):
        t, z = view
        zeta = math.tan(beta / 2) * np.exp(1j * alpha)
        w = np.exp(1j * theta) * (1j + zeta) / (1j - zeta)
        arc = self.map(w)
        poly = np.concatenate((arc, z[np.abs(t) < beta][::-1]))
        return polygon_area(poly), arc, poly

    def local_beta(self, theta):
        slope = abs(self.derivative(np.array([np.exp(1j * theta)]))[0])
        return beta_from_area(A0 / slope**2)

    def equal_beta(self, theta, guess, view):
        def mismatch(y):
            area = self.trial(theta, math.atan(math.exp(y)), view)[0]
            return math.log(max(area / A0, 1e-9))
        a = math.log(math.tan(guess))
        fa = mismatch(a)
        if abs(fa) < 1e-4:
            return guess
        direction = -math.copysign(1.0, fa)
        b = a + direction * min(0.65 * abs(fa) + 0.01, 2.0)
        fb = mismatch(b)
        while fa * fb > 0:
            a, fa = b, fb
            b += 0.5 * direction
            fb = mismatch(b)
        for iteration in range(150):
            if iteration % 3 == 2:
                y = 0.5 * (a + b)
            else:
                y = b - fb * (b - a) / (fb - fa)
            fy = mismatch(y)
            if abs(fy) < 1e-4:
                break
            if fa * fy > 0:
                a, fa = y, fy
            else:
                b, fb = y, fy
        return math.atan(math.exp(y))

    def attach(self, theta, beta, view):
        t, z = view
        area, arc, poly = self.trial(theta, beta, view)
        r = math.tan(beta / 2)

        def moved(angle):
            x = np.tan(angle / 2)
            return 2 * np.arctan((x + r*r/x) / (1 - r*r))

        left, right = t <= -beta, t >= beta
        fresh = -2 * np.arctan(math.tan(beta) * np.cos(alpha))
        self.omega = np.concatenate((moved(t[left]), fresh,
                                     moved(t[right]))) + theta
        self.z = np.concatenate((z[left], arc, z[right]))
        self.rot.append(np.exp(1j * theta))
        self.r.append(r)
        self.beta.append(beta)
        self.area.append(area)
        self.length.append(np.abs(poly[:, None] - poly).max())


def grow(angles, rule):
    aggregate = Aggregate()
    for theta in angles:
        view = aggregate.view(theta)
        if rule == "fixed":
            beta = beta_from_area(math.pi)
        else:
            beta = aggregate.local_beta(theta)
        if rule == "equal":
            beta = aggregate.equal_beta(theta, beta, view)
        aggregate.attach(theta, beta, view)
    return aggregate


def pixel_areas(aggregate, side=500):
    """Assign physical grid points using inverse bumps only."""
    z = aggregate.z
    pad = 0.05
    x0, x1 = z.real.min() - pad, z.real.max() + pad
    y0, y1 = z.imag.min() - pad, z.imag.max() + pad
    dx, dy = (x1 - x0) / side, (y1 - y0) / side
    x = x0 + (np.arange(side) + 0.5) * dx
    y = y0 + (np.arange(side) + 0.5) * dy
    w = (x[None, :] + 1j * y[:, None]).ravel() / R0
    w = w[np.abs(w) > 1]
    areas = []
    for rot, r in zip(aggregate.rot, aggregate.r):
        u = w * np.conj(rot)
        zeta = 1j * (u - 1) / (u + 1)
        inside = np.abs(zeta) < r
        areas.append(np.count_nonzero(inside) * dx * dy)
        zeta = zeta[~inside]
        image = (zeta + r*r/zeta) / (1 - r*r)
        w = rot * (1j + image) / (1j - image)
    return np.array(areas)


# Area of one bump from polar quadrature
test_beta = 0.5


def polar_integrand(angle):
    root = math.tan(test_beta)**2 - (math.sin(angle) / math.cos(test_beta))**2
    radius = math.cos(angle) / math.cos(test_beta) + math.sqrt(max(root, 0.0))
    return 0.5 * (radius**2 - 1)


area_quad = quad(polar_integrand, -test_beta, test_beta)[0]
assert abs(area_quad / bump_area(test_beta) - 1) < 1e-6

# Arrival probability from walkers started uniformly on a surrounding circle
rng = np.random.default_rng(12)
walkers = 100000
center, radius = 1 / math.cos(test_beta), math.tan(test_beta)
outer = 1.2 * (center + radius)
position = outer * np.exp(2j * math.pi * rng.random(walkers))
bump_hits = 0
for _ in range(5000):
    d_disc = np.abs(position) - 1
    d_bump = np.abs(position - center) - radius
    distance = np.minimum(d_disc, d_bump)
    hit = distance < 1e-5
    bump_hits += np.count_nonzero(hit & (d_bump < d_disc))
    position, distance = position[~hit], distance[~hit]
    if len(position) == 0:
        break
    position = position + distance * np.exp(2j*math.pi*rng.random(len(position)))
    far = np.abs(position) > outer
    a = outer / np.conj(position[far])
    v = np.exp(2j * math.pi * rng.random(len(a)))
    position[far] = outer * (v + a) / (1 + np.conj(a) * v)
assert len(position) == 0
hit_fraction = bump_hits / walkers
hit_formula = 2 * test_beta / math.pi
assert abs(hit_fraction - hit_formula) < 0.007  # more than four standard errors

# Curvature law on an ellipse, with particle area from its dense boundary
ellipse_q, ellipse_theta = 0.3, 0.2
major, minor = 1 + ellipse_q, 1 - ellipse_q
ellipse_slope = math.sqrt((major * math.sin(ellipse_theta))**2
                         + (minor * math.cos(ellipse_theta))**2)
curvature = major * minor / ellipse_slope**3


def ellipse_deviation(beta):
    r = math.tan(beta / 2)
    arc = r * np.exp(1j * np.linspace(0, math.pi, 4001))
    base = np.linspace(-r, r, 4001)[1:-1]
    zeta = np.concatenate((arc, base))
    w = np.exp(1j * ellipse_theta) * (1j + zeta) / (1j - zeta)
    area = polygon_area(w + ellipse_q / w)
    return (area / (ellipse_slope**2 * bump_area(beta)) - 1) / beta


measured_slope = 2 * ellipse_deviation(0.01) - ellipse_deviation(0.02)
predicted_slope = 8 / (3 * math.pi) * (curvature * ellipse_slope - 1)
assert abs(measured_slope - predicted_slope) < 0.005

# Local rule at the tip and beside the notch of a two-particle aggregate
pair = grow([0.0], "derivative")
first_beta = pair.beta[0]
tip_beta = pair.local_beta(0.0)
tip_ratio = pair.trial(0.0, tip_beta, pair.view(0.0))[0] / A0
notch_distance = 1e-9
notch_theta = 2 * first_beta + notch_distance
notch_beta = pair.local_beta(notch_theta)
notch_ratio = pair.trial(notch_theta, notch_beta,
                         pair.view(notch_theta))[0] / A0
notch_formula = 2 * notch_distance / notch_beta
assert tip_ratio > 1
assert abs(notch_ratio / notch_formula - 1) < 0.05

# Growth with and without equal-area correction
angle_sets = [np.random.default_rng(seed).uniform(0, 2*math.pi, count)
              for seed in (1, 2, 3)]
local_runs = [grow(angles, "derivative") for angles in angle_sets]
equal = grow(angle_sets[0], "equal")
fixed = grow(angle_sets[0][:12], "fixed")
local_ratios = np.concatenate([np.array(a.area) / A0 for a in local_runs])
equal_ratios = np.array(equal.area) / A0
fixed_ratio = max(fixed.area) / A0
equal_error = np.max(np.abs(equal_ratios - 1))
assert equal_error < 1e-3
assert np.std(local_ratios) > 0.05
assert fixed_ratio > 10

# Grid-point ownership tests the forward maps and outline bookkeeping.
audit = []
for aggregate in (local_runs[0], equal):
    pixels = pixel_areas(aggregate)
    polygon = np.array(aggregate.area)
    difference = np.abs(pixels - polygon) / A0
    total_error = abs(pixels.sum() / polygon.sum() - 1)
    assert np.median(difference) < 0.03
    assert total_error < 0.01
    audit.append((np.median(difference), difference.max(), total_error))

# Map derivative, capacity, and monotonic particle area on the grown aggregate
point = np.array([1.3 * np.exp(0.5j)])
step = 1e-5
finite_difference = (equal.map(point + step) - equal.map(point - step)) / (2*step)
assert abs(finite_difference[0] / equal.derivative(point)[0] - 1) < 1e-5
capacity = R0 / np.prod(np.cos(equal.beta))
far_point = np.array([1e6 * np.exp(0.4j)])
assert abs(equal.map(far_point)[0] / far_point[0] / capacity - 1) < 1e-4
scan_view = equal.view(0.73)
scan_areas = [equal.trial(0.73, b, scan_view)[0]
              for b in np.geomspace(1e-3, 1.2, 25)]
assert np.all(np.diff(scan_areas) > 0)


def growth_exponent(aggregate):
    log_capacity = np.cumsum(-np.log(np.cos(aggregate.beta)))
    return (math.log((count + 1) / 41)
            / (log_capacity[count - 1] - log_capacity[39]))


# Size of omitted physical effects
thermal = constants.k * temperature / constants.e
hop_rate = attempt * math.exp(-barrier / thermal)
diffusion = spacing**2 * hop_rate / 4
hull = np.abs(equal.z).max()
assert hull < capture
arrival_interval = A0 / (flux * math.pi * capture**2)
span = capture**2 - hull**2
mean_time = (2 * capture**2 * (capture**2 * math.log(capture/hull)/span - 0.5)
             - span/2) / (4 * diffusion)

# Independent finite-volume solution of the residence-time equation
cells = 2000
edges = np.linspace(hull, capture, cells + 1)
width = edges[1] - edges[0]
centers = 0.5 * (edges[1:] + edges[:-1])
conductance = diffusion * edges[1:-1] / width
matrix = np.zeros((3, cells))
matrix[0, 1:] = -conductance
matrix[2, :-1] = -conductance
matrix[1, :-1] += conductance
matrix[1, 1:] += conductance
matrix[1, 0] += diffusion * hull / (width / 2)
residence = solve_banded((1, 1), matrix, centers * width)
numeric_time = np.sum(residence * centers) / np.sum(centers)
assert abs(numeric_time / mean_time - 1) < 1e-3

mean_adatoms = flux / A0 * math.pi * span * mean_time
edge_barrier = thermal * math.log(attempt * arrival_interval)
quantiles = np.quantile(local_ratios, [0, 0.05, 0.5, 0.95, 1])

print(f"Atom spacing, rough input: {spacing:.2f} nm")
print(f"Terrace barrier, rough input: {barrier:.2f} eV")
print(f"Attempt rate, rough input: {attempt:.1e} 1/s")
print(f"Temperature: {temperature:.0f} K")
print(f"Flux: {flux:.1e} monolayer/s")
print(f"Capture radius: {capture:.1f} nm")
print(f"Attached atoms per aggregate: {count}")
print(f"Prescribed atom area: {A0:.5f} nm^2")
print(f"Seed radius: {R0:.4f} nm")
print(f"Test bump half-angle: {test_beta:.2f} rad")
print(f"Test bump area, quadrature: {area_quad:.6f} (unit disc radius = 1)")
print(f"Test bump area, formula: {bump_area(test_beta):.6f} (same unit)")
print(f"Bump hit fraction, walkers: {hit_fraction:.4f}")
print(f"Bump hit fraction, formula: {hit_formula:.4f}")
print(f"Ellipse area-error slope, measured: {measured_slope:.5f} 1/rad")
print(f"Ellipse area-error slope, formula: {predicted_slope:.5f} 1/rad")
print(f"First bump half-angle: {first_beta:.5f} rad")
print(f"Second bump half-angle at tip, local rule: {tip_beta:.5f} rad")
print(f"Second-particle area ratio at tip: {tip_ratio:.4f}")
print(f"Distance from notch preimage: {notch_distance:.1e} rad")
print(f"Area ratio beside notch, measured: {notch_ratio:.4e}")
print(f"Area ratio beside notch, formula: {notch_formula:.4e}")
print(f"Largest area ratio, 12 uncorrected bumps: {fixed_ratio:.3e}")
print(f"Local rule, number of particles pooled: {len(local_ratios)}")
for label, value in zip(("minimum", "5 percent quantile", "median",
                         "95 percent quantile", "maximum"), quantiles):
    print(f"Local rule area ratio, {label}: {value:.4f}")
print(f"Local rule area ratio, mean: {local_ratios.mean():.4f}")
print(f"Local rule area ratio, standard deviation: {local_ratios.std():.4f}")
print(f"Local rule, share within 10 percent: {np.mean(abs(local_ratios-1)<0.1):.4f}")
print(f"Equal-area solve, largest relative error: {equal_error:.2e}")
for label, values in zip(("local", "equal"), audit):
    print(f"Grid audit {label}, median difference/A0: {values[0]:.4f}")
    print(f"Grid audit {label}, largest difference/A0: {values[1]:.4f}")
    print(f"Grid audit {label}, total relative error: {values[2]:.2e}")
print(f"Equal-area particle length, median: {np.median(equal.length):.4f} nm")
print(f"Equal-area particle length, maximum: {max(equal.length):.4f} nm")
print(f"Equal-area capacity radius: {capacity:.4f} nm = {10*capacity:.3f} angstrom")
print(f"Equal-area enclosing radius: {hull:.4f} nm = {10*hull:.3f} angstrom")
print(f"Growth exponent, 41 to 161 atoms, equal: {growth_exponent(equal):.3f}")
print("Growth exponent, 41 to 161 atoms, local mean: "
      f"{np.mean([growth_exponent(a) for a in local_runs]):.3f}")
print(f"Thermal energy: {thermal:.5f} eV")
print(f"Terrace hop rate: {hop_rate:.3e} 1/s")
print(f"Diffusion coefficient: {diffusion:.3e} nm^2/s")
print(f"Mean interval between arrivals: {arrival_interval:.4f} s")
print(f"Mean terrace residence time: {mean_time:.3e} s")
print(f"Mean free adatoms in capture area: {mean_adatoms:.3e}")
print(f"Expected adatoms met by {count} arrivals: {count*mean_adatoms:.4f}")
print(f"Deposition fraction inside enclosing circle: {(hull/capture)**2:.4f}")
print(f"Deposition fraction on final island: {(count+1)*A0/(math.pi*capture**2):.4f}")
print(f"Edge barrier for one move per arrival: {edge_barrier:.4f} eV")
print("every check passed")
```

Printed output:

```
Atom spacing, rough input: 0.28 nm
Terrace barrier, rough input: 0.26 eV
Attempt rate, rough input: 1.0e+13 1/s
Temperature: 200 K
Flux: 1.0e-04 monolayer/s
Capture radius: 15.0 nm
Attached atoms per aggregate: 160
Prescribed atom area: 0.06790 nm^2
Seed radius: 0.1470 nm
Test bump half-angle: 0.50 rad
Test bump area, quadrature: 0.664324 (unit disc radius = 1)
Test bump area, formula: 0.664324 (same unit)
Bump hit fraction, walkers: 0.3195
Bump hit fraction, formula: 0.3183
Ellipse area-error slope, measured: 0.58870 1/rad
Ellipse area-error slope, formula: 0.58862 1/rad
First bump half-angle: 0.83056 rad
Second bump half-angle at tip, local rule: 0.71680 rad
Second-particle area ratio at tip: 1.1451
Distance from notch preimage: 1.0e-09 rad
Area ratio beside notch, measured: 2.3787e-05
Area ratio beside notch, formula: 2.3397e-05
Largest area ratio, 12 uncorrected bumps: 6.116e+03
Local rule, number of particles pooled: 480
Local rule area ratio, minimum: 0.0457
Local rule area ratio, 5 percent quantile: 0.5198
Local rule area ratio, median: 1.7628
Local rule area ratio, 95 percent quantile: 3.2945
Local rule area ratio, maximum: 15.0232
Local rule area ratio, mean: 1.8676
Local rule area ratio, standard deviation: 1.4076
Local rule, share within 10 percent: 0.0437
Equal-area solve, largest relative error: 9.77e-05
Grid audit local, median difference/A0: 0.0061
Grid audit local, largest difference/A0: 0.0330
Grid audit local, total relative error: 8.70e-05
Grid audit equal, median difference/A0: 0.0033
Grid audit equal, largest difference/A0: 0.0151
Grid audit equal, total relative error: 1.13e-03
Equal-area particle length, median: 0.3943 nm
Equal-area particle length, maximum: 0.5652 nm
Equal-area capacity radius: 2.5348 nm = 25.348 angstrom
Equal-area enclosing radius: 3.5120 nm = 35.120 angstrom
Growth exponent, 41 to 161 atoms, equal: 1.847
Growth exponent, 41 to 161 atoms, local mean: 1.633
Thermal energy: 0.01723 eV
Terrace hop rate: 2.807e+06 1/s
Diffusion coefficient: 5.502e+04 nm^2/s
Mean interval between arrivals: 0.9605 s
Mean terrace residence time: 1.635e-03 s
Mean free adatoms in capture area: 1.609e-03
Expected adatoms met by 160 arrivals: 0.2575
Deposition fraction inside enclosing circle: 0.0548
Deposition fraction on final island: 0.0155
Edge barrier for one move per arrival: 0.5152 eV
every check passed
```
